# Why semilocal functionals can lower stretched-bond barriers: the fractional-charge error

## The result

A semilocal functional lowers a barrier when it overstabilizes the barrier state more than the reactant. This happens when one electron sits on a single fragment in the reactant but is shared between two distant fragments at the barrier. For two protons a distance $R$ apart, the leading change in the barrier is

$$
\Delta B\simeq 2E(\tfrac12)-E(1)+\frac{1-a}{4R}. \tag{1}
$$

Here $E(N)$ is the energy that the functional gives to one hydrogen atom holding $N$ electrons, with $E(0)=0$, and $a$ is the fraction of exact exchange, zero for a semilocal functional. For PBE at $R=10$ bohr, equation (1) gives $-0.082$ hartree, about $-2.2$ eV.

The stretched hydrogen molecular ion, H$_2^+$, shows the overstabilization without any electron–electron correlation to confuse it. It does not itself show a lowered barrier: the exact ion has no barrier to dissociation, and PBE creates a false one.

Hartree atomic units are used, nuclei are clamped, and the density functionals are spin-polarized. "Exact" one-electron energies are exact within the basis, cc-pVTZ without its d shell. They still contain the error of this finite basis.

## Why half an electron is too stable

One electron does not repel itself. With Hartree energy $J[n]$, the exact functional therefore obeys $J[n]+E_{xc}[n]=0$ for a one-electron density. Hartree–Fock achieves this by exchange. If one orbital has occupation $N\le1$, its Hartree energy is proportional to $N^2$ and its exchange energy is the same quantity with a minus sign. What remains is $N$ times the one-electron energy, so $E(N)=N\,E(1)$. This straight line is also the exact result, since a fractional atom is a mixture of a bare proton and a complete atom.

A local functional breaks the cancellation. To see the sign, hold the hydrogen orbital fixed, with density $n=e^{-2r}/\pi$, and keep local exchange without correlation. The kinetic and nuclear energies sum to $-N/2$. The Hartree potential of the full density is

$$
v_H(r)=\frac1r-e^{-2r}\left(1+\frac1r\right),
$$

as follows from Poisson's equation: $(rv_H)''=-4re^{-2r}=-4\pi rn$, with $rv_H=0$ at the origin and $rv_H\to1$ far away. Hence

$$
J=\frac12\int_0^\infty 4\pi r^2 n\,v_H\,dr
=2\left(\frac14-\frac1{32}-\frac1{16}\right)=\frac5{16}.
$$

The three terms are the integrals of $re^{-2r}$, $r^2e^{-4r}$ and $re^{-4r}$.

For a fully spin-polarized density, local exchange is $-\frac34(6/\pi)^{1/3}\int n^{4/3}d^3r$. The required integral is

$$
\int n^{4/3}d^3r
=4\pi^{-1/3}\int_0^\infty r^2e^{-8r/3}dr
=4\pi^{-1/3}\frac{2}{(8/3)^3}
=\frac{27}{64}\pi^{-1/3},
$$

so the exchange energy of the whole atom is $E_x=-0.2680$ hartree. Multiplying the density by $N$ multiplies $J$ by $N^2$ and $E_x$ by $N^{4/3}$:

$$
E_{\rm fixed}(N)=-\frac N2+\frac5{16}N^2+E_xN^{4/3}.
$$

The linear term drops out of the deviation from the straight line at half occupation:

$$
\begin{aligned}
E_{\rm fixed}(\tfrac12)-\tfrac12E_{\rm fixed}(1)
&=\frac5{16}\left(\frac14-\frac12\right)
+E_x\left(2^{-4/3}-\frac12\right)\\
&=-0.0781+0.0276=-0.0505\ \text{hartree}.
\end{aligned}
$$

Halving the charge removes much of the false self-repulsion. Local exchange, which should have cancelled it, weakens more slowly than the square of the charge. The half-atom is therefore too stable compared with half of a whole atom.

Self-consistent PBE behaves in the same way. Its energy lies below its own straight line by 0.036, 0.053 and 0.041 hartree at $N=1/4$, $1/2$ and $3/4$. Yet its whole hydrogen atom is within 0.0002 hartree of the exact energy in the same basis. A good energy for the complete atom gives no assurance about the fractional one.

## What H$_2^+$ demonstrates

At large $R$, the symmetric ion has half an electron on each proton. Beyond the two atomic energies, the electrostatic terms are

- proton–proton repulsion, $+1/R$;
- attraction of each half-electron to the other proton, $-2\times\frac12/R=-1/R$;
- Hartree repulsion between the half-electrons, $\frac12\times\frac12/R=1/(4R)$.

Semilocal exchange has no term connecting densities that do not overlap. Exact exchange contributes $-1/(4R)$, and a hybrid includes the fraction $a$ of it. With overlap and induced polarization neglected,

$$
E_{\rm shared}(R)\simeq2E(\tfrac12)+\frac{1-a}{4R}. \tag{2}
$$

In exact theory the energy instead approaches $E(1)$, because sharing one electron between two equivalent distant sites costs and gains nothing.

At $R=20$ bohr, PBE gives $-0.5937$ hartree, in agreement with equation (2), while the exact energy is $-0.4998$. The error grows in magnitude from 0.007 hartree at 2 bohr to 0.061 at 6 bohr and 0.094 at 20 bohr.

Equation (2) also explains the false maximum. At large $R$ the semilocal energy falls as the half-charges move apart, whereas at shorter distances it rises as the bond breaks. A maximum must lie between. Among the distances computed, the highest PBE point is at 6 bohr. The exact energies rise throughout the same set.

## From a fractional charge to a barrier

For any barrier evaluated at common geometries,

$$
B_{\rm approx}-B_{\rm exact}
=\text{error(barrier state)}-\text{error(reactant)}.
$$

An error shared by both states cancels. If the reactant is the more delocalized state, the same mechanism raises the barrier.

A one-electron hop isolates the effect. Let two protons sit at $z=\pm R/2$, and let the environment produce a field $F$ at an elastic cost $kF^2/2$:

$$
W(F)=E_{\rm el}(F)+\frac12kF^2.
$$

Here $E_{\rm el}$ includes the electron's field energy $F\langle z\rangle$ and the proton repulsion. The field energies of the two protons cancel by symmetry. Since the electronic energy is stationary with respect to the orbital, $dE_{\rm el}/dF=\langle z\rangle$, and the environment relaxes to $F=-\langle z\rangle/k$.

In the reactant the electron is on the left, so $\langle z\rangle\simeq-R/2$ and $F_0\simeq R/(2k)$. The repulsion $1/R$ between the protons cancels the electron's attraction $-1/R$ to the distant one. Thus

$$
W_{\rm reactant}\simeq E(1)-\frac{F_0R}{2}+\frac{kF_0^2}{2}
=E(1)-\frac{R^2}{4k}+\frac{R^2}{8k}
=E(1)-\frac{R^2}{8k}.
$$

At $F=0$ the electron is shared. The exact shared energy is $E(1)$, apart from a small tunnelling gain, so $B_{\rm exact}\simeq R^2/(8k)$. For the approximate functional, equation (2) gives

$$
B_{\rm approx}\simeq2E(\tfrac12)+\frac{1-a}{4R}-E(1)+\frac{R^2}{8k}.
$$

Subtracting the exact barrier gives equation (1). The elastic term cancels because both methods move the same charge through nearly the same field.

## How large the effect is in the hop

Take the round parameters $R=10$ bohr and $k=100$ atomic units. The simple estimate of the exact barrier is $100/800=0.125$ hartree; solving the one-electron problem in the present basis gives 0.126 hartree, or 3.43 eV. The reactant is not a true bound state, because a uniform field can pull the electron away from both protons. The compact basis prevents this escape, so the barriers quoted here belong to a model in which the electron is confined near the protons. The parameters are chosen to keep the PBE electron localized, not to describe a material: the reactant field of 0.051 atomic units is about $2.6\times10^{10}$ V/m, far above the breakdown field of ordinary solids, and the reorganization energy $R^2/(2k)$ is 13.6 eV. For PBE, the isolated atoms predict

$$
\Delta B=2(-0.3031)-(-0.4996)+\frac1{40}
=-0.0816\ \text{hartree}.
$$

The directly computed change is $-0.0813$ hartree. So close a match owes something to the compact basis, which suppresses polarization; with diffuse s and p functions added, the direct change is $-0.0802$ against a prediction of $-0.0814$ hartree. It leaves a barrier of 0.045 hartree, or 1.22 eV, about 36% of the exact value.

For LDA the prediction and the direct result are $-0.0751$ and $-0.0749$ hartree. Part of this change comes from the reactant: the LDA hydrogen atom lies 0.0215 hartree above the exact one. The remaining 0.0534 hartree is overstabilization of the shared state.

PBE0 has $a=1/4$ and changes the barrier by $-0.0596$ hartree, against a prediction of $-0.0599$. It reduces the error but leaves most of it.

The shared state must also remain a barrier. Put $\frac12+x$ electrons on the left and $\frac12-x$ on the right, so that $\langle z\rangle=-Rx$. Relaxing the field to $F=Rx/k$ contributes $-R^2x^2/(2k)$. For a semilocal functional, the part of the energy that depends on the sharing is then

$$
E(\tfrac12+x)+E(\tfrac12-x)
+\frac{\frac14-x^2}{R}-\frac{R^2x^2}{2k}.
$$

Its curvature at $x=0$ is $2E''(\frac12)-2/R-R^2/k$. The three PBE deviations quoted above give, by finite differences, $E''(\frac12)\approx0.46$ hartree. The curvature is therefore about $0.92-0.20-1.00=-0.28$ hartree, and equal sharing is a maximum along the hop. By this estimate, $k$ above roughly 140 atomic units would turn it into a local minimum. Equation (1) is therefore the change of a barrier only while the exact barrier $R^2/(8k)$ exceeds about 0.09 hartree, or 2.4 eV. Once $R^2/(8k)$ falls below 0.082 hartree, at $k$ above about 153, the shared PBE state lies below the localized one. For the smaller barriers typical of real hops, PBE in this model gives a delocalized ground state where the exact problem has a hopping barrier.

## A real three-electron barrier

The collinear exchange reaction H + H$_2$ has stretched bonds but no comparable transfer of net charge. At fixed bond lengths of 1.76 bohr in the barrier state and 1.40 bohr in H$_2$, the barriers are:

| Method | Barrier (eV) |
|---|---:|
| LDA | −0.12 |
| PBE | 0.16 |
| PBE0 | 0.25 |
| Full configuration interaction | 0.45 |
| Unrestricted Hartree–Fock | 0.76 |

The negative LDA value means that the chosen barrier geometry lies below the separated reactants. In the smaller cc-pVDZ basis, full configuration interaction confirms the saddle character: symmetric displacements of 0.1 bohr raise the energy, and an antisymmetric one of 0.15 bohr lowers it.

In PBE the Mulliken atomic charges at the barrier are at most 0.04 in magnitude. The spin-down electron, however, is spread as 0.21, 0.58 and 0.21 over the three atoms. These numbers depend on the basis and on the partition: Löwdin populations give a central charge of $-0.07$ and a spread of 0.28, 0.45 and 0.28. Fractional spin occupations can thus occur in nearly neutral atoms. This supports an analogy with H$_2^+$, but does not prove that delocalization error accounts for the whole 0.29 eV by which PBE falls below full configuration interaction. H$_2$ also shares its electrons, and correlation matters. Hartree–Fock is free of one-electron self-interaction, yet its spin-unrestricted barrier is 0.31 eV too high by the same reference, and the restricted open-shell barrier, 1.06 eV, is higher still.

At 1000 K, the PBE barrier makes the Boltzmann factor about 28 times larger than the full-configuration-interaction barrier does. This is the rate ratio if the prefactors are equal. The reference barrier still contains a basis error, and it omits zero-point motion and tunnelling.

## What to do in a diffusion calculation

First compare the reactant and the barrier state, not the barrier state alone. Look for an electron, hole or unpaired spin that spreads over more sites at the barrier. Atomic populations help to locate such a change, but they do not measure the energy error.

Where the fragments can be separated, calculate their energies at integer and half-integer occupation. A deviation below the straight line, combined with greater sharing at the barrier, warns of a barrier that is too low. The hydrogen numbers should not be transferred to a solid: its orbitals differ, and its other electrons screen the interaction between the sites. Equation (1) also fails when the fragments overlap strongly, as in H$_2^+$ near 2 bohr.

Then repeat the barrier with a hybrid functional, starting from both localized and delocalized electronic states and relaxing the structure for each. A strong dependence on exact exchange is a warning, not a correction: PBE0 remains too low for H + H$_2$, while Hartree–Fock is too high. If the rate matters at the level of this spread, use a correlated wave-function calculation on a small model containing the breaking bond, and check that the model preserves the charge and spin sharing of the full system. The numerical output gives the remaining digits.

## Computed values

```
H atom, exact in basis: -0.49981 hartree
H atom with 1/2 electron, Hartree-Fock: -0.24990 hartree
Local exchange energy of H, fixed orbital: -0.26804 hartree
Fixed-orbital E(1/2)-E(1)/2: -0.05048 hartree
Exchange-only LDA E(1/2): fixed orbital -0.27825, relaxed -0.27896 hartree
PBE E(N)-N*E(1) at N=0.25: -0.03646 hartree
PBE E(N)-N*E(1) at N=0.50: -0.05328 hartree
PBE E(N)-N*E(1) at N=0.75: -0.04126 hartree
LDA: E(1) -0.47835, E(1/2) -0.28923, 2E(1/2)-E(1) -0.10011 hartree
PBE: E(1) -0.49962, E(1/2) -0.30309, 2E(1/2)-E(1) -0.10656 hartree
PBE0: E(1) -0.50104, E(1/2) -0.28982, 2E(1/2)-E(1) -0.07861 hartree
H2+ R= 2 bohr: exact -0.60190, PBE -0.60864, error -0.00675 hartree
H2+ R= 4 bohr: exact -0.54409, PBE -0.57928, error -0.03519 hartree
H2+ R= 6 bohr: exact -0.51015, PBE -0.57093, error -0.06078 hartree
H2+ R= 8 bohr: exact -0.50181, PBE -0.57596, error -0.07414 hartree
H2+ R=10 bohr: exact -0.50018, PBE -0.58133, error -0.08115 hartree
H2+ R=20 bohr: exact -0.49982, PBE -0.59368, error -0.09386 hartree
PBE 2E(1/2)+1/(4R) at R=20 bohr: -0.59368 hartree
PBE H2+ highest scanned point: R=6 bohr
Hop model: R=10 bohr, k=100 atomic units
Hop exact: barrier 0.12616 hartree = 3.433 eV
Hop exact reactant: field 0.05077 atomic units, <z> -5.077 bohr
Hop LDA: barrier 0.05129 hartree = 1.396 eV, field 0.05079 atomic units
Hop LDA change: computed -0.07487, from atoms -0.07511 hartree
Hop PBE: barrier 0.04487 hartree = 1.221 eV, field 0.05079 atomic units
Hop PBE change: computed -0.08130, from atoms -0.08156 hartree
Hop PBE0: barrier 0.06652 hartree = 1.810 eV, field 0.05079 atomic units
Hop PBE0 change: computed -0.05964, from atoms -0.05986 hartree
H+H2 bonds: barrier state 1.76, H2 1.40 bohr
H+H2 barrier, full CI: 0.01656 hartree = 0.451 eV
H+H2 barrier, LDA: -0.00451 hartree = -0.123 eV
H+H2 barrier, PBE: 0.00596 hartree = 0.162 eV
H+H2 barrier, PBE0: 0.00913 hartree = 0.249 eV
H+H2 barrier, Hartree-Fock: 0.02810 hartree = 0.765 eV
PBE spin-up electrons on the three atoms: [0.772 0.457 0.772]
PBE spin-down electrons on the three atoms: [0.209 0.582 0.209]
PBE net charges on the three atoms, e: [ 0.02  -0.039  0.02 ]
PBE/full-CI Boltzmann factor ratio at 1000 K: 28.4
```
